# Pressure under a rigid wafer on an elastic polishing pad

## The problem

A wafer of radius $a$ is held on a stiff carrier and pressed face down, without tilt, on a polishing pad with force $P$. Treat the wafer as a rigid, flat, frictionless circular punch. Treat the pad as a homogeneous, isotropic, linearly elastic half-space with Young's modulus $E$ and Poisson ratio $\nu$. The mean pressure is $p_m=P/(\pi a^2)$.

Find the contact pressure $p(r)$, its value at the centre and its behaviour at the edge. Then decide whether the answer applies to a 300 mm wafer on a pad 2 mm thick.

The axis $z$ points into the pad, $w$ is the surface displacement along $z$, and pressure is positive in compression.

## A tempting solution

The wafer is flat and rigid, so every point of the pad beneath it sinks by the same depth $d$. Equal compression calls for equal resistance, so the pressure is the same everywhere, and force balance gives $p(r)=p_m$. By Preston's law, which makes the removal rate proportional to pressure times sliding speed, the wafer then polishes evenly wherever the speed is uniform.

The first sentence is right. The second assumes that the pressure at a point depends on the displacement at that point alone, as if the pad were a bed of separate springs. In a half-space, a force applied at one point also lowers the surface around it. To see what this does to the argument, we need the displacement caused by a point force.

## The response to a point force

Let $G=E/[2(1+\nu)]$ be the shear modulus and $\kappa=3-4\nu$. For any two harmonic functions $\psi$ and $\chi$, consider

$$2G\,\mathbf u=\kappa\psi\,\mathbf e_z-z\nabla\psi+\nabla\chi. \tag{1}$$

Since $\nabla^2\psi=\nabla^2\chi=0$,

$$\nabla\cdot(2G\mathbf u)=(\kappa-1)\partial_z\psi=2(1-2\nu)\partial_z\psi,\qquad \nabla^2(2G\mathbf u)=-2\nabla\partial_z\psi .$$

The equilibrium equation $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$ is therefore satisfied. For a force $F$ at the origin, take

$$\psi=\frac{A}{R},\qquad \chi=-(1-2\nu)A\ln(R+z),\qquad R^2=x^2+y^2+z^2 .$$

Because $\partial_z\ln(R+z)=1/R$, we have $\partial_z\chi=-(1-2\nu)\psi$, and (1) gives

$$2Gu_z=2(1-\nu)\psi-z\partial_z\psi,\qquad 2Gu_x=-z\partial_x\psi+\partial_x\chi .$$

The shear stress is

$$\sigma_{xz}=G(\partial_zu_x+\partial_xu_z)=\tfrac12\big[-1-(1-2\nu)+2(1-\nu)\big]\partial_x\psi-z\partial_x\partial_z\psi=-z\,\partial_x\partial_z\psi,$$

which vanishes on the surface away from the force; $\sigma_{yz}$ does likewise. The normal stress is

$$\sigma_{zz}=\partial_z(2Gu_z)+\frac{\nu}{1-2\nu}\nabla\cdot(2G\mathbf u)=\partial_z\psi-z\partial_z^2\psi=-\frac{3Az^3}{R^5}.$$

It too vanishes at $z=0$ away from the origin. The compressive force through a plane of constant $z$ is

$$F=3Az^3\int_0^\infty\frac{2\pi r\,dr}{(r^2+z^2)^{5/2}}=2\pi A ,$$

so $A=F/2\pi$. On the surface $u_z=(1-\nu)A/(GR)$, that is,

$$w=\frac{1-\nu^2}{\pi E}\,\frac{F}{R}. \tag{2}$$

The influence falls off only as $1/R$. This long reach is what the tempting solution ignores.

## Where uniform pressure fails

Add up (2) over the contact, using polar coordinates $(s,\varphi)$ centred on the observation point. The area element $s\,ds\,d\varphi$ cancels the factor $1/R=1/s$:

$$w=\frac{1-\nu^2}{\pi E}\int d\varphi\int p\,ds. \tag{3}$$

For uniform pressure the inner integral is $p_m$ times the length of the ray inside the circle. From the centre every ray has length $a$. From an edge point the length is $2a\cos\varphi$ for $|\varphi|<\pi/2$, and its angular integral is $4a$. Hence

$$w_{\rm centre}=\frac{2(1-\nu^2)p_ma}{E},\qquad w_{\rm edge}=\frac{4(1-\nu^2)p_ma}{\pi E},\qquad \frac{w_{\rm centre}}{w_{\rm edge}}=\frac{\pi}{2}.$$

Uniform pressure makes a bowl, which cannot match a flat face. The centre has loaded neighbours on all sides and the edge on one side, so the centre sinks further. To flatten the bowl, load must move outward.

## The right solution

We need a pressure for which (3) is the same at every point of the contact. Try

$$p(r)=\frac{p_0a}{\sqrt{a^2-r^2}} .$$

Take an observation point at distance $r$ from the centre. Moving $s$ along a direction at angle $\varphi$ to the outward radius leads to a point whose squared distance from the centre is $r^2+s^2+2rs\cos\varphi$. Completing the square,

$$a^2-r^2-s^2-2rs\cos\varphi=L^2-v^2,\qquad L^2=a^2-r^2\sin^2\varphi,\quad v=s+r\cos\varphi .$$

Join each ray to the opposite one. Together they form a full chord, on which $v$ runs from $-L$ to $L$:

$$\int p\,ds=p_0a\int_{-L}^{L}\frac{dv}{\sqrt{L^2-v^2}}=\pi p_0a .$$

The result depends neither on the chord nor on the observation point. All chords are counted once as $\varphi$ runs from $0$ to $\pi$, so (3) gives

$$w=\frac{1-\nu^2}{\pi E}\,\pi\cdot\pi p_0a=\frac{\pi(1-\nu^2)p_0a}{E},$$

a constant, as the flat face requires. The load fixes $p_0$:

$$P=2\pi p_0a\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}=2\pi a^2p_0 .$$

Equating this to $\pi a^2p_m$ gives $p_0=p_m/2$, and therefore

$$\boxed{p(r)=\frac{p_m}{2\sqrt{1-r^2/a^2}},\qquad d=\frac{\pi(1-\nu^2)p_ma}{2E}} \tag{4}$$

The centre carries half the mean pressure. At a small distance $\delta=a-r$ from the edge, $1-r^2/a^2\simeq2\delta/a$, so

$$p\simeq\frac{p_m}{2}\sqrt{\frac{a}{2\delta}},$$

which diverges as $\delta\to0$. The force remains finite because the inverse square root is integrable. The part of the load carried outside radius $r$ is

$$\frac{P_{>r}}{P}=\frac{1}{a}\int_r^a\frac{r'\,dr'}{\sqrt{a^2-r'^2}}=\sqrt{1-r^2/a^2}. \tag{5}$$

The pressure equals its mean where the root in (4) is $1/2$, at $r=\sqrt3a/2$. By (5) that circle also encloses half the load.

**No other pressure will do.** Suppose two pressures with the same total force both give flat displacements, and let $q$ be their difference. It produces a constant displacement $w_q$ and carries no net force, so $\int q\,w_q\,dA=0$. Now resolve $q$ into surface waves of wavenumber $k$. The transform of $1/R$ in the plane is $2\pi/k$, so (2) gives each wave the compliance $2(1-\nu^2)/(Ek)$. The integral is thus a sum of $|\hat q|^2/k$ with positive weights. It vanishes only if $q=0$, among pressures of finite elastic energy. The solution is also compressive everywhere, so the assumed full contact is consistent.

As a numerical check that assumes no radial law, the contact was divided into 200 rings of unknown pressure and equal displacement was imposed. The centre-to-mean ratio came out as 0.5000 and the edge exponent as $-0.496$, against $1/2$ and $-1/2$.

## Numbers for the half-space

Take $a=150$ mm, $p_m=20$ kPa (2.90 psi), $E=100$ MPa and $\nu=0.3$. The central pressure is 10 kPa (1.45 psi), and

$$d=\frac{\pi(0.91)(2\times10^4\ \mathrm{Pa})(0.15\ \mathrm m)}{2\times10^8\ \mathrm{Pa}}=43\ \mu\mathrm m .$$

Uniform pressure would instead sink the centre by 55 µm and the edge by 35 µm.

At 3 mm from the edge $r/a=0.98$, so $p/p_m=1/(2\sqrt{0.0396})=2.51$. The outer 3 mm holds 4% of the area and, by (5), $\sqrt{0.0396}=20\%$ of the load. If the removal rate at mean pressure is chosen as 200 nm/min and the sliding speed is uniform, Preston's law gives 100 nm/min at the centre and about 500 nm/min at 3 mm from the edge.

These are consequences of the half-space model. It requires a pad much thicker than 150 mm, whereas the pad in the question is 2 mm thick.

## A pad of finite thickness

Let the pad have thickness $h$ and be bonded to a rigid platen. Measure $\zeta$ upward from the platen and use (1) with $\zeta$ in place of $z$. For a surface wave $\cos kx$, choose

$$\psi=(A\cosh s+B\sinh s)\cos kx,\qquad \chi=-\frac{\kappa A}{k}\sinh s\cos kx,\qquad s=k\zeta .$$

Then

$$2Gu_x=[s(A\cosh s+B\sinh s)+\kappa A\sinh s]\sin kx,$$
$$2Gu_\zeta=[\kappa B\sinh s-s(A\sinh s+B\cosh s)]\cos kx,$$

and both vanish at the platen. Differentiation gives the stresses

$$\sigma_{x\zeta}=\tfrac k2\{A[(\kappa+1)\cosh s+2s\sinh s]-B[(\kappa-1)\sinh s-2s\cosh s]\}\sin kx,$$
$$\sigma_{\zeta\zeta}=\tfrac k2\{-A[(\kappa-1)\sinh s+2s\cosh s]+B[(\kappa+1)\cosh s-2s\sinh s]\}\cos kx .$$

At the top $s=u=kh$. Zero shear there is ensured by

$$A=N[(\kappa-1)\sinh u-2u\cosh u],\qquad B=N[(\kappa+1)\cosh u+2u\sinh u].$$

Inserting these, the brace in $\sigma_{\zeta\zeta}$ becomes $N\Delta$ with

$$\Delta=(\kappa+1)^2\cosh^2u-(\kappa-1)^2\sinh^2u+4u^2=2\kappa\cosh2u+1+\kappa^2+4u^2 .$$

A pressure amplitude $\hat p$ requires $kN\Delta/2=-\hat p$. The bracket in $2Gu_\zeta$ reduces to $N(\kappa+1)(\tfrac12\kappa\sinh2u-u)$. With $\kappa+1=4(1-\nu)$, the downward displacement $-u_\zeta$ has amplitude

$$\hat w=\frac{2(1-\nu^2)}{Ek}K(kh)\,\hat p,\qquad K(u)=\frac{2\kappa\sinh2u-4u}{\Delta}. \tag{6}$$

For $kh\gg1$, $K\to1$ and the half-space returns. For $kh\ll1$, $K\to u(1-2\nu)/[2(1-\nu)^2]$, and (6) becomes

$$\hat w=\frac{h}{M}\hat p,\qquad M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .$$

The compliance no longer depends on $k$: a thin compressible pad does respond locally to slowly varying pressure. (At $\nu=1/2$ this leading term vanishes and the local law fails.) The modulus is $M$ rather than $E$ because the material under a wide load cannot spread sideways.

For a circular contact, waves of equal $k$ in all directions combine into $J_0(kr)$:

$$p=\int_0^\infty k\hat p\,J_0(kr)\,dk,\qquad w=\frac{2(1-\nu^2)}{E}\int_0^\infty K(kh)\hat p\,J_0(kr)\,dk .$$

Set $\hat p(k)=C\int_0^a\phi(t)\cos kt\,dt$. Integrate $k\hat p$ by parts and use the standard integral $\int_0^\infty\sin kt\,J_0(kr)\,dk=1/\sqrt{t^2-r^2}$ for $t>r$ and zero for $t<r$. This gives zero pressure outside the wafer, and inside

$$p(r)=C\left[\frac{\phi(a)}{\sqrt{a^2-r^2}}-\int_r^a\frac{\phi'(t)\,dt}{\sqrt{t^2-r^2}}\right]. \tag{7}$$

In $w$, write $K=1-(1-K)$ and use $J_0(kr)=(2/\pi)\int_0^r\cos kt\,dt/\sqrt{r^2-t^2}$ together with its inverse cosine transform. The displacement equals $d$ throughout the contact if

$$\phi(t)-\frac2\pi\int_0^a\phi(t')\int_0^\infty[1-K(kh)]\cos kt\cos kt'\,dk\,dt'=1,\qquad C=\frac{Ed}{\pi(1-\nu^2)}. \tag{8}$$

The load is $P=2\pi\hat p(0)=2\pi C\int_0^a\phi\,dt$. With $K=1$, $\phi=1$ and (7) returns (4). For other thicknesses (8) was solved numerically at $\nu=0.3$:

| $h/a$ | $p(0)/p_m$ |
|---|---|
| 10 | 0.5005 |
| 3 | 0.517 |
| 1 | 0.694 |
| 0.3 | 0.923 |
| 0.1 | 0.976 |
| 0.0133 | 0.997 |

The last row is the 2 mm pad under the 300 mm wafer. Doubling the number of integration nodes from 200 to 400 shifts its ratio by $1.7\times10^{-5}$. The central pressure is 19.9 kPa, not 10 kPa, and the indentation is 0.30 µm, not 43 µm. The local law agrees: with $M=134.6$ MPa,

$$\frac{Md}{h}=\frac{(134.6\ \mathrm{MPa})(0.296\ \mu\mathrm m)}{2\ \mathrm{mm}}=19.9\ \mathrm{kPa}.$$

So the tempting answer is nearly right at the centre of this thin, compressible pad, but flatness of the wafer was not a sufficient reason for it. Compressibility matters: with the same geometry, $p(0)/p_m$ rises to 1.08 at $\nu=0.49$ and to 1.37 at $\nu=0.499$. The nearby rigid platen is what suppresses the long reach of (2).

The edge is still not uniform. At 10, 3 and 0.3 mm from it, $p/p_m$ is 0.996, 0.986 and 1.167, against 1.39, 2.51 and 7.91 for the half-space. The pressure on the thin pad thus dips before it rises; at 1 mm from the edge it is about $0.96\,p_m$. The first term of (7) keeps the inverse-square-root divergence, with a coefficient 0.117 times that of the half-space at equal load.

## What else the model leaves out

**Wafer flexure.** A bare wafer under uniform back pressure $p_m$ and pad pressure (4) feels the net load $p-p_m$. One integration of the plate equation $D\nabla^4\eta=p-p_m$ for its deflection $\eta$ gives

$$rD\frac{d}{dr}\nabla^2\eta=\frac{p_ma^2}{2}\left[1-\sqrt{1-\frac{r^2}{a^2}}-\frac{r^2}{a^2}\right].$$

Take a modulus of 150 GPa, Poisson ratio 0.25 and thickness 0.775 mm, so that $D=6.2$ N m. With zero bending moment at the edge, further integration gives a bow of 38 mm, about 880 times the half-space indentation. This is far beyond the range of linear plate theory and is no prediction of shape. It shows that a bare wafer could not impose (4); the rigidity must come from the carrier.

**Friction.** From (1), a normal force $F$ draws surface points at distance $R$ towards itself by $(1-2\nu)(1+\nu)F/(2\pi ER)$. By reciprocity, a tangential force produces normal displacement with the same coefficient. Let the traction be $\mu p$ along $x$, with $p$ from (4). The sum over the contact has the form of a two-dimensional electric field, for which Gauss's theorem gives $P/a$ at the edge. The largest displacement there, relative to $d=P(1-\nu^2)/(2Ea)$, is

$$\frac{w_\mu}{d}=\frac{\mu(1-2\nu)}{\pi(1-\nu)}=\frac{0.4\times0.4}{\pi\times0.7}=0.073$$

for $\mu=0.4$. It has opposite signs at the leading and trailing edges. This is a first-order half-space estimate; it was not repeated for the thin pad.

**The divergence itself.** Linear elasticity becomes doubtful once $p$ reaches about $0.1E$. By (4) this happens within $(a/2)(p_m/0.2E)^2=75$ nm of the edge. Rounding of the wafer edge acts sooner, so the infinite pressure belongs to the ideal sharp corner. On the half-space, with an edge radius of 0.3 mm, the contact extends only about 11 µm into the rounded part and the pressure peaks near $0.015E$. The change is confined to tens of micrometres: 0.3 mm inside the end of the flat face the pressure is only 1% below (4).

**The real process.** The pressure, pad modulus, pad thickness and friction coefficient used here are rough typical values for polishing 300 mm wafers on a hard polymer pad. For the central pressure the half-space assumption fails badly: replacing it by the 2 mm layer moves $p(0)/p_m$ from 0.50 to 0.997. The layer model is still incomplete. It omits pad roughness, a soft subpad, slurry pressure and the retaining ring, whose effects are not sized here. Its 0.3 µm indentation in particular should not be read as the travel of a rough pad. So small an indentation also makes the layer result sensitive to shape: if the wafer face bulges towards the pad by only 0.1 µm at the centre relative to the edge, with a parabolic profile and the same load, $p(0)/p_m$ rises from 0.997 to 1.17. Nearly uniform pressure therefore requires a face much flatter than the indentation. The pressure law in (4) applies when the pad is several times thicker than the contact radius and the punch is stiff; at $h=3a$ and $\nu=0.3$ its central pressure is about 3% below the layer result. The indentation in (4) needs a much thicker pad. For large $h$ the kernel in (8) is nearly constant and proportional to $1/h$, so to first order in $a/h$ it raises $\phi$ uniformly. The shape of the pressure changes only at order $(a/h)^3$, but the relative error of $d$ at given load falls only as $a/h$: at $\nu=0.3$ the layer indentation lies 27% below (4) at $h=3a$ and 9% below at $h=10a$. The numerical output lists the remaining values.

## Computed values

```
Wafer radius: 150 mm
Mean pressure: 20.0 kPa = 2.90 psi
Pad modulus: 100 MPa; Poisson ratio: 0.30
Pad thickness: 2.0 mm; h/a: 0.0133
Total force: 1413.7 N
HALF-SPACE PUNCH
Central pressure: 10.00 kPa = 1.45 psi
Indentation: 42.88 um
Largest relative flatness error by quadrature: 6.7e-15
Ring-solution centre/mean pressure: 0.5000
Ring-solution edge exponent: -0.496
Uniform load: centre sinks 54.60 um
Uniform load: edge sinks 34.76 um
Radius where pressure equals mean: 129.9 mm
Load fraction in outer 3 mm: 0.199
Area fraction in outer 3 mm: 0.040
Removal rate at mean pressure (chosen): 200 nm/min
Removal rate at centre: 100 nm/min
Removal rate 3 mm from edge: 503 nm/min
PRESSURE/MEAN NEAR EDGE: half-space, finite pad
At 10.0 mm from edge: 1.393, 0.996
At 3.0 mm from edge: 2.513, 0.986
At 0.3 mm from edge: 7.910, 1.167
FINITE PAD: centre/mean pressure
h/a = 10.0: 0.5005
h/a = 3.0: 0.5171
h/a = 1.0: 0.6941
h/a = 0.3: 0.9228
h/a = 0.1: 0.9760
Example pad, h/a = 0.0133: 0.9968
Shift from 200 to 400 nodes: 1.7e-05
Example pad central pressure: 19.94 kPa
Example pad indentation: 0.296 um
Confined pad modulus M: 134.6 MPa
Edge singularity strength relative to half-space: 0.1174
OTHER NEGLECTED EFFECTS
Friction coefficient: 0.40
Friction edge displacement: 3.12 um
Friction displacement/indentation: 0.0728
Wafer modulus: 150 GPa; Poisson ratio: 0.25
Wafer thickness: 0.775 mm
Wafer bending stiffness: 6.21 N m
Linear bow of free bare wafer: 37.75 mm
Bow/half-space indentation: 880.3
Edge rounding length: 0.3 mm
Edge zone with pressure above 0.1 E: 75.0 nm
```
